# Optimizing both oxides around a 10 nm silver film on glass

A silver film 10 nm thick conducts well enough to serve as a window electrode, but on bare glass it reflects roughly a third of visible light. A transparent oxide below the film and another above it can make the same silver far more transparent. Two questions follow. Which pair of oxide thicknesses gives the highest transmission averaged over the visible? And does the improvement come from less reflection or from less absorption in the metal?

## One wavelength by hand

Light of vacuum wavelength $\lambda$ arrives from air along $x$, normal to the layers. Fields vary as $e^{-i\omega t}$, $k_0=2\pi/\lambda$, and the permittivity is $\varepsilon=\varepsilon'+i\varepsilon''$ with $\varepsilon''\ge0$ for a passive medium. With the magnetic field scaled so that a forward wave in a medium of index $n$ has $H=nE$, Maxwell's equations read

$$\frac{dE}{dx}=ik_0H,\qquad \frac{dH}{dx}=ik_0\varepsilon E .$$

The ratio $Y=H/E$, the admittance, is continuous across interfaces. At the front, $E=E_i+E_r$ and $H=n_0(E_i-E_r)$, where $E_i$ and $E_r$ are the incident and reflected fields and $n_0=1$ for air. Dividing gives

$$\frac{E_r}{E_i}=\frac{n_0-Y}{n_0+Y},\qquad R=\left|\frac{n_0-Y}{n_0+Y}\right|^2 .$$

There is no reflection when $Y=1$. The glass is taken as infinitely thick for now, so it holds only a forward wave and $Y=n_s=1.52$ at its surface.

Let $s=-x$ measure distance from the glass towards the air. Then

$$\frac{dY}{ds}=\frac{1}{E}\frac{dH}{ds}-\frac{H}{E^2}\frac{dE}{ds}=-ik_0(\varepsilon-Y^2).$$

In silver $|\varepsilon|$ is large, so a first estimate drops $Y^2$. A film of thickness $d$ then adds $-ik_0d\,\varepsilon$. At 550 nm the silver model given below has $\varepsilon=-11.90+0.79i$, and $k_0d=0.114$, so the step is $0.090+1.359i$. Bare silver on glass therefore has $Y\approx1.610+1.359i$ and

$$R\approx\frac{0.610^2+1.359^2}{2.610^2+1.359^2}=0.26 .$$

The full solution gives $Y=1.351+1.516i$ and $R=0.309$. The difference comes entirely from the dropped term, and a midpoint estimate of that term recovers most of it. Halfway through the film $Y\approx1.565+0.680i$, so $Y^2\approx1.99+2.13i$, and the correction $ik_0d\,Y^2\approx-0.24+0.23i$ moves the estimate to $1.37+1.59i$. Either way, the mismatch with air is mostly the positive imaginary part that the metal's negative $\varepsilon'$ produces.

Now add oxides of index $n=2$. In a uniform layer with $N=\sqrt\varepsilon$, the field equations give $d^2E/ds^2=-k_0^2N^2E$. Using $dE/ds=-ik_0H$ at the back to fix the second constant, and $H=(i/k_0)\,dE/ds$ to recover $H$, we get

$$\begin{pmatrix}E\\H\end{pmatrix}_{\rm front}=\begin{pmatrix}\cos\delta&-\frac iN\sin\delta\\-iN\sin\delta&\cos\delta\end{pmatrix}\begin{pmatrix}E\\H\end{pmatrix}_{\rm back},\qquad \delta=k_0Nd .$$

Dividing the two rows, an oxide changes $Y$ into

$$Y'=\frac{Y-in\tan\delta}{1-i(Y/n)\tan\delta}.$$

Take 46.61 nm below the silver and 41.65 nm above it, the pair found later. For the lower oxide $\delta=1.065$ and $\tan\delta=1.806$, so

$$Y'=\frac{1.52-3.612i}{1-1.373i}=2.246-0.529i .$$

The negative imaginary part offsets some of what the metal adds. After the silver, the full matrix gives $2.116+1.358i$. For the upper oxide $\tan\delta=1.403$, and

$$Y'=\frac{2.116-1.448i}{1.953-1.485i}=1.044+0.052i .$$

This is close to 1, and $R$ falls from 0.309 to 0.001. The oxides have not removed the silver's response. They have transformed the admittance at the front so that it matches air.

## The general stack

For any stack, start in the glass with $(B,C)=(1,n_s)$ and multiply by the layer matrices from back to front. The resulting $B$ and $C$ are the front fields per unit field in the glass. Since $E_i=(n_0B+C)/(2n_0)$, and a forward wave carries a flux proportional to $n|E|^2$,

$$T=\frac{n_s}{n_0|E_i|^2}=\frac{4n_0n_s}{|D|^2},\qquad R=\left|\frac{n_0B-C}{D}\right|^2,\qquad D=n_0B+C .$$

Absorption follows from the flux:

$$\frac{d}{dx}\mathrm{Re}(EH^*)=\mathrm{Re}\left(ik_0|H|^2-ik_0\varepsilon^*|E|^2\right)=-k_0\varepsilon''|E|^2 .$$

The flux entering the front is thus the flux reaching the glass plus the integral of $k_0\varepsilon''|E|^2$. Call the fraction of entering light that reaches the glass $\psi$. Then

$$T=(1-R)\,\psi,\qquad \psi=\left[1+\frac{k_0\int\varepsilon''|E|^2dx}{n_s|E_s|^2}\right]^{-1},$$

where $E_s$ is the field in the glass.

This factorization separates the roles of the two oxides. Relative to $E_s$, the field in the silver is fixed by the silver and what lies behind it. A lossless top oxide therefore cannot change $\psi$; it acts through $R$ alone. The bottom oxide changes both factors. Because $1-R\le1$, the band average of $\psi$ is a ceiling on transmission for every lossless top coating. With the bottom oxide and $\varepsilon$ held fixed, thicker silver only adds to the integral, so lower sheet resistance is bought with a lower ceiling. In the silver model used below the damping falls as the film thickens, so the price is smaller: from 10 to 15 nm the ceiling drops from 0.959 to 0.953, against 0.936 with $\varepsilon$ held fixed.

As a test, the field equations were integrated numerically at 430, 550 and 680 nm for the bare and coated films. $R$, $T$ and the absorptance $A$ agreed with the matrix results to within about $10^{-5}$.

## Climbing to a maximum

The score is $\overline T$, the uniform average of $T$ over wavelengths from 400 to 700 nm. Let $d_t$ and $d_b$ be the top and bottom oxide thicknesses. Thickening the top oxide changes the front fields by $dB/dd_t=-ik_0C$ and $dC/dd_t=-ik_0n^2B$. Since $\ln T=\text{const}-2\,\mathrm{Re}\ln D$,

$$\frac{\partial\ln T}{\partial d_t}=2k_0\,\mathrm{Re}\frac{i(n_0C+n^2B)}{D}.$$

The bottom slope comes from turning the stack around. Each layer matrix has equal diagonal elements. Reversing the order of such a product exchanges $m_{11}$ and $m_{22}$ of the total matrix and leaves $m_{12}$ and $m_{21}$ alone: with $P$ the matrix that swaps the two components, each layer satisfies $PM_j^{\mathsf T}P=M_j$, so the reversed product is $PM^{\mathsf T}P$. Now

$$D=n_0m_{11}+n_0n_sm_{12}+m_{21}+n_sm_{22}$$

is unchanged if $n_0$ and $n_s$ are exchanged as well. Transmission is therefore the same from either side, even with absorption, and the slope formula applies to the bottom oxide with light arriving from the glass. At six random thickness pairs the gradient of $\overline T$ agreed with finite differences to within $10^{-6}$ per nm.

A bounded quasi-Newton search uses this gradient. It finds a local maximum, so it is run from 16 starting pairs in the square $0\le d_t,d_b\le200$ nm.

## Proving that the maximum is global

A bound on the slope turns point values into statements about whole regions. With $Y=C/B$ at the front, the slope formula becomes

$$\frac{\partial\ln T}{\partial d_t}=-2k_0\,\mathrm{Im}\,w,\qquad w=\frac{n^2+n_0Y}{n_0+Y}=n_0+\frac{n^2-n_0^2}{n_0+Y}.$$

The layers are passive, so energy flows towards the glass and $\mathrm{Re}\,Y\ge0$. Put $u=1/(n_0+Y)$. Then $\mathrm{Re}(1/u)\ge n_0$, which means $\mathrm{Re}\,u\ge n_0|u|^2$. Completing the square,

$$\left|u-\frac1{2n_0}\right|\le\frac1{2n_0},$$

so $|\mathrm{Im}\,u|\le1/(2n_0)$. Hence

$$\left|\frac{\partial\ln T}{\partial d_t}\right|\le L_t=k_0\left|\frac{n^2}{n_0}-n_0\right|,\qquad L_b=k_0\left|\frac{n^2}{n_s}-n_s\right|,$$

the second again by reversal. As a limiting case, $L_t$ vanishes for $n=n_0$: an "oxide" with the index of air does nothing. Here $L_t=3k_0$ and $L_b=1.11k_0$. In 4000 random pairs, the largest slopes found were 0.54 and 0.69 of these bounds.

In a square cell of half-width $h$, each thickness differs from its central value by at most $h$. Therefore

$$\overline T_{\rm cell}\le\overline{T_{\rm centre}\,e^{(L_t+L_b)h}} .$$

The complete method is:

1. Run the gradient search from many starts and keep the best value $\overline T_*$.
2. Cover the square with cells and compute the ceiling of each.
3. Discard every cell whose ceiling is at most $\overline T_*+\tau$, where $\tau$ is the chosen tolerance.
4. Split each remaining cell into four and repeat until none remains.

An empty list shows that no pair in the square beats $\overline T_*$ by more than $\tau$, apart from rounding and the small error of the numerical average over wavelength. The required cell size can be estimated. At 550 nm $L_t+L_b=0.047$ per nm, so near the maximum a cell can be dropped once $0.95\times0.047\,h\lesssim\tau$. For $\tau=0.0005$ this gives $h\approx0.011$ nm. The calculation ended at $h=0.0098$ nm after examining 78,044 cells.

## A silver electrode between two oxides

The parameters are rough values for amorphous indium zinc oxide around silver on soda-lime glass. The oxide has constant index 2.0 and no loss. With photon energy $\mathcal E$ in eV, the silver follows the Drude form

$$\varepsilon=4-\frac{9.0^2}{\mathcal E^2+i\mathcal E\Gamma},\qquad \Gamma=0.020+0.092=0.112\ \text{eV}.$$

The second part of the damping $\Gamma$ is an estimate of surface scattering, $\hbar v_F/d$, with Fermi speed $v_F=1.4\times10^6$ m/s. The same model gives the conductivity $\varepsilon_0\omega_p^2/\gamma$, with $\hbar\omega_p=9.0$ eV and $\hbar\gamma=\Gamma$, and hence a sheet resistance of 10.3 ohm per square. This damping is generous and is best read as covering grain boundaries and roughness as well as the surfaces. Fuchs–Sondheimer theory with fully diffuse surfaces gives a total $\Gamma$ of only about 0.06 eV and about 5.4 ohm per square. With that smaller damping the optimum moves by 1 to 2 nm, $\overline T$ rises to about 0.97, and the absorptance halves. Tabulated silver constants with the same surface term give about 0.94. The values of $\overline T$ below are therefore uncertain by about 0.02, while in all these cases the fall in reflectance still supplies essentially all of the gain.

The optimum is 42 nm of oxide above and 47 nm below, with $\overline T=0.948$ against 0.653 for bare silver. The search found three other local maxima. The best of them has 38 nm above and 176 nm below, with $\overline T=0.928$. Such repeats arise because adding $\lambda/(2n)$ to an oxide raises $\delta$ by $\pi$, which only reverses the sign of its matrix. That added thickness is 100 nm at 400 nm but 175 nm at 700 nm, so no single thicker layer reproduces the thin one across the band.

The optimum is broad. With both oxides wrong by 5 nm, the worst of the four sign combinations still gives 0.938. Fractions of a nanometre in the optimum have no practical meaning.

## Where the gain comes from

The band averages are:

| | $T$ | $R$ | $A$ | $\psi$ |
|---|---|---|---|---|
| bare silver | 0.653 | 0.306 | 0.041 | 0.940 |
| coated | 0.948 | 0.012 | 0.041 | 0.959 |

Since $T+R+A=1$, the gain in $T$ equals the fall in $R$ plus the fall in $A$. The gain is 0.2942 and the fall in $R$ is 0.2941, or 99.9 per cent of it.

That near equality should not be read as unchanged conditions inside the metal. More light now enters, while a smaller fraction of it is lost, and in the band average the two effects on $A$ almost cancel. At single wavelengths they need not: $A$ falls from 0.027 to 0.018 at 400 nm and rises from 0.053 to 0.067 at 700 nm. A finer account treats the two factors of $T$ separately. At each wavelength,

$$\Delta T=\langle\psi\rangle\,\Delta(1-R)+\langle1-R\rangle\,\Delta\psi,$$

where $\Delta$ is coated minus bare and $\langle\,\rangle$ is the mean of those two values. Multiplying out shows that the cross terms cancel. Averaged over the band, the first term gives 0.278 and the second 0.016. By this account 94 per cent of the gain comes from letting more light in, and the rest from a smaller fractional loss.

Two further results support this reading. The best top oxide alone, 33.5 nm thick, reaches $\overline T=0.891$. That is 0.237 of the 0.294 gain, from a layer that cannot alter $\psi$. The best bottom oxide alone reaches only 0.728. And if the silver's damping is set to zero with the thicknesses held fixed, the gain is 0.302, so it does not depend on there being any loss to remove.

There is also a simple condition for the conclusion. Absorptance cannot fall by more than its starting value, so reflection must supply more than half of any gain that exceeds twice the bare film's absorptance. Here $0.294>2\times0.041$. For a very lossy metal, or a film that reflects little to begin with, the condition can fail and the shares must be computed.

The remaining losses vary with colour. At 550 nm the coated film has $T=0.960$ and $R=0.001$, whereas at 700 nm it has $T=0.896$ and $R=0.037$, leaving about 0.067 absorbed.

## Comparison with a real electrode

A real pane has a back face. Adding its reflection without interference lowers the coated value to 0.908 and the bare value to 0.633. Real stacks of this kind transmit very roughly 85 to 90 per cent in the visible, with sheet resistances of order 10 ohm per square, so the model lies above that range: 0.908 as a flat band average, and about 0.915 with eye weighting or 0.92 at 550 nm, the measures in which real values are usually quoted. Its most doubtful assumption is a smooth, continuous silver film, because 10 nm is near the thickness at which deposited silver islands join. Doubling $\Gamma$, as a stand-in for a poorer film, lowers the coated value from 0.948 to 0.910 and doubles the sheet resistance. Ten per cent of small voids, treated by the Maxwell Garnett mixing formula, raises it to 0.954, but that formula omits scattering and the resonances of separate islands, so it does not describe a broken film.

The other changes were also made one at a time, with the thicknesses fixed and the back face left out. An oxide extinction coefficient of 0.005 gives 0.934. Oxide carriers at $10^{20}$ cm$^{-3}$ with mobility 20 cm$^2$/Vs give 0.940; the two oxides in parallel would then have 354 ohm per square, so the silver still carries most of the current. Unpolarized light at 45 degrees gives 0.925. In every variation made for this section, including those listed only in the numerical output, the fall in reflectance is between 0.98 and 1.05 times the gain. A value above 1 means that absorptance has risen, as it does when the added oxides themselves absorb.

## Numbers as computed

```
air, oxide, glass index: 1.00, 2.00, 1.52
silver: thickness 10 nm, background 4.0, plasma energy 9.0 eV
damping: bulk 0.020 + surface 0.092 = 0.112 eV (Fermi speed 1.4e+06 m/s)
silver sheet resistance: 10.29 ohm per square
optimum: top 41.65 nm, bottom 46.61 nm, mean T 0.9476
distinct local maxima found in 0-200 nm box: 4
  other maximum: top 38.3, bottom 176.1 nm, mean T 0.9276
  other maximum: top 180.6, bottom 38.0 nm, mean T 0.8311
  other maximum: top 178.3, bottom 174.7 nm, mean T 0.7894
certificate: no point beats optimum by more than 0.0005; cells 78044, last half-width 0.0098 nm
largest slope/bound: top 0.541, bottom 0.690
best top oxide alone: 33.5 nm, mean T 0.8906
best bottom oxide alone: 27.5 nm, mean T 0.7276
bare band means: T 0.6533, R 0.3060, A 0.0407, psi 0.9395
coated band means: T 0.9476, R 0.0119, A 0.0405, psi 0.9590
gain in T 0.2942 = R drop 0.2941 + A drop 0.0002
R drop / gain: 0.999
factor split: entry 0.2779, internal loss 0.0163, entry share 0.945
gain with silver loss removed, same thicknesses: 0.3018
400 nm: eps -4.42+0.30j; bare T 0.806 R 0.167; coated T 0.935 R 0.047
450 nm: eps -6.65+0.43j; bare T 0.753 R 0.215; coated T 0.964 R 0.011
550 nm: eps -11.90+0.79j; bare T 0.650 R 0.309; coated T 0.960 R 0.001
650 nm: eps -18.19+1.30j; bare T 0.556 R 0.395; coated T 0.925 R 0.017
700 nm: eps -21.72+1.63j; bare T 0.514 R 0.433; coated T 0.896 R 0.037
admittance at 550 nm, bare silver on glass: 1.351+1.516j
admittance at 550 nm, bottom oxide on glass: 2.246-0.529j
admittance at 550 nm, plus silver: 2.116+1.358j
admittance at 550 nm, plus top oxide: 1.044+0.052j
thin-sheet admittance step at 550 nm: 0.090+1.359j
neglected effects: mean T bare, mean T coated, R drop / gain
  glass back face: 0.6330, 0.9076, 0.999
  oxide index 1.9 + 0.03 um2/lambda2: 0.6533, 0.9441, 0.999
  oxide extinction 0.005: 0.6533, 0.9344, 1.046
  oxide carriers 1e20 cm-3, 20 cm2/Vs, mass 0.3: 0.6533, 0.9404, 1.020
  extra interband Im eps 0.3: 0.6392, 0.9334, 0.996
  10 % voids in silver (Maxwell Garnett): 0.7078, 0.9543, 0.988
  silver at 360 K, bulk damping x 1.2: 0.6522, 0.9462, 0.999
  damping doubled: 0.6241, 0.9099, 0.999
  45 degrees, unpolarized: 0.6353, 0.9248, 1.006
  eye weight, Gaussian 555 nm, sigma 42 nm: 0.6455, 0.9564, 0.997
worst mean T for 5 nm errors in both oxides: 0.9377
sheet resistance of both doped oxides in parallel: 354 ohm per square
```
